\section*{Effective Heat of Formation: Ranking First Phases and Locating Their Switches}

\section{Definitions and conventions}

A metal M is in contact with an element S, and the two react in the solid state. Several compounds could form at the interface. Pretorius's effective heat of formation ranks them by the heat each could release from the atoms available there.

The \emph{reacting zone} is the thin region in which atoms of both kinds are mobile. Its composition is $x$, the atomic fraction of S, so one mole of its atoms contains $x$ mol of S and $1-x$ mol of M. A compound M$_p$S$_q$ has the S fraction
\begin{equation}
c=\frac{q}{p+q},\qquad 1-c=\frac{p}{p+q}.
\end{equation}
Its formation enthalpy from the pure elements is $h<0$, in kJ per mole of \emph{atoms}. One mole of formula units therefore has the enthalpy $(p+q)h$.

Three assumptions define the model. One compound forms at a time; atoms it cannot use remain as pure element, with zero enthalpy; and entropy, interface energy, strain and the rates of diffusion and nucleation are left out.

Two further rules are empirical. First, $x$ is taken at the lowest minimum of the liquidus in the M--S phase diagram, on the argument that atoms are most mobile near that composition. Second, only congruently melting compounds are admitted as first phases, because the others are supposed to nucleate with difficulty. The mathematics below holds for any $x$ and any list of candidates; neither selection rule follows from it.

\section{Two compounds by hand}

Take two candidates with round model enthalpies: M$_2$S with $c=1/3$, $h=-45$, and MS with $c=1/2$, $h=-43$. Let $x=0.45$, so that one mole of atoms in the zone holds 0.55 mol of M and 0.45 mol of S.

To make M$_2$S, each formula unit needs two M and one S. The metal suffices for $0.55/2=0.275$ mol of units, the S for $0.45$ mol. Metal runs out first. The 0.275 mol of units contain $3\times0.275=0.825$ mol of atoms, and the heat is
\begin{equation}
0.825\times(-45)=-37.125\ \text{kJ/mol}.
\end{equation}

To make MS, the metal suffices for 0.55 mol of units and the S for 0.45 mol. Now S runs out first. The compound takes up $2\times0.45=0.90$ mol of atoms, and the heat is
\begin{equation}
0.90\times(-43)=-38.700\ \text{kJ/mol}.
\end{equation}

M$_2$S has the more negative enthalpy per atom of compound, yet MS releases more heat from this zone because it uses more of the atoms. The margin is $38.700-37.125=1.575$ kJ/mol.

Where does the order reverse? Between $x=1/3$ and $x=1/2$, M$_2$S stays limited by the metal and MS by S. M$_2$S then converts the fraction $(1-x)/(2/3)$ of the atoms, and MS the fraction $x/(1/2)$. Equal heats require
\begin{equation}
\frac{45}{2/3}(1-x)=\frac{43}{1/2}\,x
\quad\Longrightarrow\quad
67.5\,(1-x)=86\,x .
\end{equation}
Collecting the terms in $x$ gives $67.5=153.5\,x$, so $x^*=0.4397$. Below this composition M$_2$S wins, above it MS does. The assumed interface lies only 0.0103 above the switch.

\section{The scaling in general}

The number of moles of formula units that one mole of atoms can supply is set by whichever element runs out first:
\begin{equation}
n=\min\!\left(\frac{1-x}{p},\frac{x}{q}\right).
\end{equation}
Since $h<0$, the enthalpy is lowest when the reaction goes as far as it can. Multiplying $n$ by the enthalpy $(p+q)h$ of a mole of units, and using $p/(p+q)=1-c$ and $q/(p+q)=c$, gives
\begin{equation}
h'(x)=(p+q)h\,n
=h\,\min\!\left(\frac{x}{c},\frac{1-x}{1-c}\right).
\label{eq:ehf}
\end{equation}
This is the effective heat of formation: the compound enthalpy times the ratio of the available to the required concentration of the limiting element. The factor $h'/h$ is the fraction of the zone's atoms that end up in the compound.

S is limiting when $x/c<(1-x)/(1-c)$. Multiplying by the positive number $c(1-c)$ gives $x-xc<c-xc$, that is, $x<c$. A zone poorer in S than the compound is limited by S, and a richer one by M. At $x=c$ nothing is left over and $h'=h$.

The units matter here. If enthalpies per mole of formula units are put in place of $h$ in Eq.~\eqref{eq:ehf}, each heat acquires an extra factor $p+q$, which favours large formula units. In the example this gives $3\times(-37.125)=-111.38$ for M$_2$S and $2\times(-38.700)=-77.40$ for MS, and so picks the wrong winner. These numbers do not refer to the same amount of reacting material.

\section{Each compound is a tent}

It is convenient to work with the positive heat released, $D(x)=-h'(x)$, and with
\begin{equation}
a=\frac{|h|}{1-c},\qquad b=\frac{|h|}{c}.
\end{equation}
Here $a$ is the heat per mole of M bound in the compound and $b$ the heat per mole of S bound. Then
\begin{equation}
D(x)=
\begin{cases}
b\,x, & x\le c,\\
a\,(1-x), & x\ge c .
\end{cases}
\end{equation}
This is a tent that rises from zero at pure M to the peak $|h|$ at $x=c$, and falls to zero at pure S.

Compare two compounds $i$ and $j$ with $c_i<c_j$. Their difference is
\begin{equation}
D_i-D_j=
\begin{cases}
(b_i-b_j)\,x, & x\le c_i,\\
a_i(1-x)-b_jx, & c_i\le x\le c_j,\\
(a_i-a_j)(1-x), & x\ge c_j .
\end{cases}
\label{eq:difference}
\end{equation}
In the outer regions both compounds are limited by the same element, so their order is fixed there. In the middle region the difference has slope $-(a_i+b_j)<0$ and falls steadily. Three cases follow.

\begin{enumerate}
\item If $b_i>b_j$ and $a_i<a_j$, the difference is positive at $c_i$ and negative at $c_j$. It crosses zero once, between the two compositions.
\item If $b_i\le b_j$, the difference is zero or negative at $c_i$. Since it falls from there, it is negative at $c_j$ and beyond. Compound $i$ is never ahead.
\item If $a_i\ge a_j$, the difference is zero or positive at $c_j$, hence positive at $c_i$ and to its left. Compound $j$ is never ahead.
\end{enumerate}

Cases 2 and 3 cannot occur together, because the middle region is strictly falling. Two compounds of different composition therefore exchange rank at most once for $0<x<1$. Moreover, a compound that loses or ties at its own peak is never ahead of that rival anywhere. A compound is thus the sole winner at some composition if and only if it is the sole winner at its own.

In case 1 the switch follows from setting the middle line of Eq.~\eqref{eq:difference} to zero:
\begin{equation}
a_i-a_ix^*-b_jx^*=0
\quad\Longrightarrow\quad
x^*=\frac{a_i}{a_i+b_j}.
\label{eq:switch}
\end{equation}

Two limits show what this means. If the compounds have equal enthalpies per atom, $|h|$ cancels and $x^*=c_j/(1+c_j-c_i)$, which depends on stoichiometry alone. If instead compound $j$ is made more stable, $b_j$ grows and $x^*$ moves towards $c_i$. When $b_j$ reaches $b_i$,
\begin{equation}
x^*=\frac{|h_i|/(1-c_i)}{|h_i|/(1-c_i)+|h_i|/c_i}
=\frac{c_i}{c_i+(1-c_i)}=c_i .
\end{equation}
The window of $i$ against $j$ closes at its own peak. For still larger $b_j$, Eq.~\eqref{eq:switch} returns a number below $c_i$ that is not a switch.

\section{The algorithm for many compounds}

Number the candidates in order of increasing $c$. At the peak of $i$, a later compound $j>i$ is on its rising leg and releases $b_jc_i$, while $i$ releases $b_ic_i$. An earlier compound $k<i$ is on its falling leg and releases $a_k(1-c_i)$, against $a_i(1-c_i)$. Hence $i$ survives when
\begin{equation}
b_i>b_j\ \text{for every } j>i
\quad\text{and}\quad
a_i>a_k\ \text{for every } k<i .
\label{eq:survive}
\end{equation}

The procedure is:
\begin{enumerate}
\item Where several candidates share a composition, keep the one with the most negative $h$ (if two are equal, the model cannot separate them).
\item Sort by $c$ and compute $a$ and $b$.
\item Scan from right to left, marking each $b$ that exceeds all those already seen.
\item Scan from left to right, marking each $a$ that exceeds all those already seen.
\item Keep the compounds marked twice, and apply Eq.~\eqref{eq:switch} to each neighbouring pair.
\end{enumerate}
For $N$ candidates the sort costs of order $N\log N$ operations and the scans of order $N$.

Neighbouring pairs suffice for the following reason. By Eq.~\eqref{eq:survive}, $a$ rises and $b$ falls along the list of survivors. Between the peaks of neighbours $i$ and $i+1$, all survivors up to $i$ are on falling legs, and $i$ has the largest $a$. All later ones are on rising legs, and $i+1$ has the largest $b$. The contest is between these two. To the left of the first peak the first survivor wins, and to the right of the last peak the last one does. A discarded compound is nowhere ahead of the rival that removed it, so it cannot open a further window.

Close to pure M or pure S the winner is well defined unless two compounds share the largest $b$ or the largest $a$, but all the heats per mole of zone tend to zero, and so do the margins. The ranking there rests on heat per mole of the scarce element.

\section{Five candidates}

Add three compounds to the example. All enthalpies are round model values.
\begin{center}
\begin{tabular}{lrrrr}
Phase & $c$ & $h$ & $a$ & $b$\\
M$_3$S & 0.2500 & $-33$ & 44.00 & 132.00\\
M$_2$S & 0.3333 & $-45$ & 67.50 & 135.00\\
M$_3$S$_2$ & 0.4000 & $-43$ & 71.67 & 107.50\\
MS & 0.5000 & $-43$ & 86.00 & 86.00\\
MS$_2$ & 0.6667 & $-30$ & 90.00 & 45.00
\end{tabular}
\end{center}

From right to left, $b$ runs 45, 86, 107.5, 135, 132. The last value is not a new maximum, so M$_3$S is removed. From left to right, $a$ rises throughout and removes nothing. The switches between the four survivors are
\begin{align}
\text{M}_2\text{S}\to\text{M}_3\text{S}_2:&\quad \frac{67.50}{67.50+107.50}=0.3857,\\
\text{M}_3\text{S}_2\to\text{MS}:&\quad \frac{71.67}{71.67+86.00}=0.4545,\\
\text{MS}\to\text{MS}_2:&\quad \frac{86.00}{86.00+45.00}=0.6565.
\end{align}
A direct search, which compares the five reaction heats over the composition range and closes in on each change of winner, finds the same three compositions.

At $x=0.45$ the order is M$_3$S$_2$ ($-39.417$), MS ($-38.700$), M$_2$S ($-37.125$), M$_3$S ($-24.200$) and MS$_2$ ($-20.250$ kJ/mol). In the model only M$_2$S and MS are declared congruent. The second selection rule then strikes out M$_3$S$_2$, and MS becomes the predicted first phase, with $-38.700$ kJ/mol or $-0.401$ eV per atom of the zone. The filter must be applied before the switches are computed: with only M$_2$S and MS admitted, a single switch at 0.4397 replaces the three found above.

How stable must a compound be to appear at all? Multiplying the conditions~\eqref{eq:survive} by $c_i$ and $1-c_i$ gives the threshold
\begin{equation}
|h_i|>\max\!\left[c_i\max_{j>i}b_j,\ (1-c_i)\max_{k<i}a_k\right].
\end{equation}
For M$_3$S this is $0.25\times135=33.75$ kJ/mol, and its 33 falls short by 0.75. For MS$_2$ it is $86/3=28.67$, which its 30 exceeds by 1.33. Both verdicts would be uncertain if the enthalpies were known to no better than 2 kJ/mol.

\section{Relation to the convex hull}

The convex hull of formation enthalpies gives the lowest enthalpy of \emph{any} mixture of compounds and elements at a given composition. The effective heat allows one compound plus leftover element. This is a restricted set of mixtures, so the effective heat cannot lie below the hull.

Suppose compound $i$ lies strictly below every mixture of the other phases at $c_i$. Those mixtures include each rival $j$ with its leftover element, whose enthalpy is $h'_j(c_i)$. Hence $h_i<h'_j(c_i)$ for every $j$, and $i$ wins at its own composition. Every such hull compound therefore has a window.

The converse fails, as M$_3$S$_2$ shows. A mixture with 60\% of its atoms in M$_2$S and 40\% in MS has the same composition, $0.6/3+0.4/2=0.4$, and the enthalpy $0.6(-45)+0.4(-43)=-44.2$ kJ/mol. M$_3$S$_2$ lies 1.2 kJ/mol above it, yet wins between 0.3857 and 0.4545. The ranking can thus select a compound that is unstable, in enthalpy, against two others. That is consistent with its purpose, which is to guess what forms first and not what remains at equilibrium.

At $x=0.45$ the best mixture has 30\% of the atoms in M$_2$S and 70\% in MS, at $-43.6$ kJ/mol. This is 4.9 kJ/mol below the effective heat of MS, about three times the margin that decides between MS and M$_2$S. The assumption of a single product is a large one in energy.

\section{How errors in the enthalpies move the result}

Differentiating Eq.~\eqref{eq:switch} by the quotient rule gives
\begin{align}
\delta x^*
&=\frac{(a_i+b_j)\,\delta a_i-a_i(\delta a_i+\delta b_j)}{(a_i+b_j)^2}
=\frac{b_j\,\delta a_i-a_i\,\delta b_j}{(a_i+b_j)^2}\nonumber\\
&=x^*(1-x^*)\left(\frac{\delta|h_i|}{|h_i|}-\frac{\delta|h_j|}{|h_j|}\right).
\end{align}
The last step uses $1-x^*=b_j/(a_i+b_j)$, and the fact that $a_i$ and $b_j$ are proportional to $|h_i|$ and $|h_j|$ at fixed stoichiometry. An error that scales both enthalpies by the same factor leaves the switch in place.

Let the errors be independent, with standard deviation 2 kJ/mol each. For the congruent pair the standard deviation of the switch is, to first order,
\begin{equation}
0.4397\times0.5603\times2\sqrt{\frac{1}{45^2}+\frac{1}{43^2}}=0.0158 .
\end{equation}
This exceeds the distance 0.0103 between the interface and the switch.

The same conclusion can be put as a probability. At fixed $x$ the margin is linear in the two enthalpies, with the reacted fractions as coefficients, so its standard deviation is
\begin{equation}
\sigma=2\sqrt{0.825^2+0.900^2}=2.442\ \text{kJ/mol}.
\end{equation}
For Gaussian errors, MS keeps its rank with probability $\Phi(1.575/2.442)=0.741$, where $\Phi$ is the cumulative normal distribution. Random sampling of the two enthalpies gives 0.740. About one time in four, errors of this size would reverse the prediction, even with $x$ known perfectly.

\section{What the ranking leaves out}

The neglected effects can be compared with the margin of 1.575 kJ/mol. Each estimate takes one assumed difference that counts against MS, at 600 K where temperature enters, with all else held fixed.

\textbf{Entropy.} If the formation entropy of MS is lower by 2 J/(mol K) per mole of compound atoms, its free energy rises by $0.9\times600\times2=1080$ J, or 1.08 kJ per mole of atoms in the zone.

\textbf{Interfaces.} Let MS carry an extra interface energy $\Delta\gamma=0.5$ J/m$^2$. With molar volume $V=7$ cm$^3$ per mole of atoms, a zone of thickness $t$ has the area $V/t$ per mole. The cost is $\Delta\gamma V/t=1.75$ kJ/mol for $t=2$ nm, and it equals the margin at $t=2.22$ nm. In a thinner zone this term alone would reverse the order.

\textbf{Strain.} An equal in-plane strain $\varepsilon$ in both directions stores the energy $Y\varepsilon^2$ per volume, where $Y$ is the biaxial modulus. With $Y=200$ GPa and $\varepsilon=1\%$ in MS, which holds 0.9 of the atoms, the cost is $0.9\,Y\varepsilon^2V=0.126$ kJ/mol, less than a tenth of the margin. The term grows as $\varepsilon^2$ and would equal the margin at about 3.5\% strain.

\textbf{Kinetics.} Suppose that growth rates are proportional to the heat released times $\exp(-E/k_BT)$, with equal prefactors. The ratio of heats favours MS by $38.700/37.125=1.042$. An activation energy $E$ higher by $k_BT\ln1.042\approx2$ meV cancels this advantage. A difference of 0.1 eV changes the relative rate by a factor of 6.9. In this estimate, small differences in mobility outweigh the difference in heat. The conclusion depends on the assumed linear rate law. If nucleation limits the rate, the classical barrier $16\pi\gamma^3/(3\Delta g^2)$, with $\Delta g=|h'|/V$ and the same $\gamma$ for both phases, favours MS by about 0.04 eV for $\gamma=0.5$ J/m$^2$ and 0.3 eV for $\gamma=1$ J/m$^2$, so the difference in heat then counts for much more.

The enthalpies and the temperature are meant to lie in the rough regime of thin nickel films on silicon; they are not data for that system, and $x=0.45$ is likewise a round choice. In such films Ni$_2$Si is commonly the first silicide to grow, at roughly 300\,$^\circ$C, with NiSi following. The model's choice of MS is the opposite order. This does not decide whether the rule works for nickel, since the enthalpies are model values and errors of 2 kJ/mol reverse the order about one time in four. The composition offers no such escape: the model chooses M$_2$S only below 0.4397, whereas the lowest liquidus minimum of Ni--Si lies near 46 at.\% Si, further on the MS side. Real films need not satisfy the assumption of equal kinetics either, and the estimate above shows that unequal kinetics can change the winner, not merely its margin.

The ranking is therefore most informative when $x$ lies well away from a switch, compared with the error of $x^*$, and when the margin exceeds the entropy and interface terms. Even then it presumes comparable kinetics. Here $x$ lies within the error of $x^*$, and the margin exceeds the entropy term but neither the interface term of a 2 nm zone nor the sum of the two, so the result is better stated as a near tie between MS and M$_2$S. The full set of values is in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Heats in kJ per mole of atoms; x, c = atomic fraction of S
phase: c, h, a (per mol M), b (per mol S), congruent
M3S: 0.2500, -33.0, 44.00, 132.00, no
M2S: 0.3333, -45.0, 67.50, 135.00, yes
M3S2: 0.4000, -43.0, 71.67, 107.50, no
MS: 0.5000, -43.0, 86.00, 86.00, yes
MS2: 0.6667, -30.0, 90.00, 45.00, no
interface composition x = 0.45
ranking at x: h', reacted fraction, limiting element
M3S2: -39.417, 0.9167, M
MS: -38.700, 0.9000, S
M2S: -37.125, 0.8250, M
M3S: -24.200, 0.7333, M
MS2: -20.250, 0.6750, S
switches, all candidates:
M2S -> M3S2: x = 0.3857
M3S2 -> MS: x = 0.4545
MS -> MS2: x = 0.6565
phase: depth needed to appear, h minus hull of the others
M3S: 33.750, +0.750
M2S: 35.833, -6.444
M3S2: 40.500, +1.200
MS: 35.833, -4.875
MS2: 28.667, -1.333
winners above the hull: M3S2
congruent switch M2S -> MS: x = 0.4397
distance of interface from it = 0.0103
first congruent phase: MS
its h' = -38.700 kJ/mol = -0.4011 eV/atom
margin over M2S = 1.575 kJ/mol = 0.0163 eV/atom
wrong use of heats per formula unit (kJ/mol):
M2S -111.38, MS -77.40, picks M2S
assumed error of each h = 2.0 kJ/mol
error of switch composition = 0.0158
error of margin = 2.442 kJ/mol
probability rank holds = 0.741 (sampled 0.740)
T = 600 K, kT = 0.0517 eV
entropy difference 2.0 J/(mol K): 1.08 kJ/mol
interface difference 0.5 J/m2, volume 7.0 cm3/mol
in a 2.0 nm zone: 1.75 kJ/mol
zone thickness where it equals the margin = 2.22 nm
strain 1.0 %, modulus 200 GPa: 0.126 kJ/mol
best mixture of compounds at x: -43.600 kJ/mol
its atom shares: M2S 0.300, MS 0.700
driving-force ratio MS/M2S = 1.0424
rate factor for 0.10 eV barrier difference = 6.92
barrier difference that cancels force ratio = 2.15 meV
\end{verbatim}
